\section*{When Pulse Reversal Reduces Pinching in Plated Vias}

\section{A via in which reversal does nothing}

Take a hole through a circuit board, plated on its wall and fed with current from both ends. Its radius is $r$, its half-depth $L$, and $x$ runs from the mouth, $x=0$, to the midplane, $x=L$. By symmetry no axial current crosses the midplane, which is the deepest point and will be called the bottom. Pinching means that the mouth grows faster than the bottom and closes first.

Set $e=k_B=1$, so that the temperature $T$ and the overpotential $\eta$ are both energies. Count $\eta$ and the wall current density $j$ positive when copper dissolves. The metal is an equipotential, the solution has conductivity $\kappa$ and potential $\phi$, and $\phi$ is taken as uniform over each cross-section. The axial current density is $-\kappa\phi'=\kappa\eta'$, because $\eta$ is the metal potential minus $\phi$, up to a constant. The current gained by a slice of length $dx$ comes from its wall:
\begin{equation}
\pi r^2\,d(\kappa\eta')=2\pi r\,j\,dx
\quad\Rightarrow\quad
\kappa\eta''=\frac{2j}{r},\qquad \eta'(L)=0 .
\label{cons}
\end{equation}

Suppose first that the overpotential is so small that $j$ is proportional to it, $j=2i_0\eta/T$, with $i_0$ the exchange current density (the factor 2 is derived below). Then
\begin{equation}
\eta''=m^2\eta,\quad m^2=\frac{4i_0}{\kappa rT},\qquad
\frac{j(x)}{j(0)}=\frac{\cosh m(L-x)}{\cosh mL}.
\end{equation}
The sign of the current has dropped out. A cathodic pulse deposits more at the mouth than at the bottom by the factor $\cosh mL$, and an anodic pulse removes more at the mouth by the same factor. If reversal takes back 15\% of the growth at the mouth, it takes back 15\% everywhere. The layer is thinner and its shape is unchanged.

So it is not enough that the anodic pulse removes more metal at the mouth than at the bottom. Something must make removal more selective than growth.

\section{The balance of growth and removal}

Let $G_m,G_b$ be the thickness grown at mouth and bottom in one cathodic pulse, and $R_m,R_b$ the thickness removed in one anodic pulse. Define
\begin{equation}
S_G=\frac{G_m}{G_b},\qquad S_R=\frac{R_m}{R_b},\qquad q=\frac{R_m}{G_m}<1 .
\end{equation}
The net bottom-to-mouth ratio $P$ equals 1 for an even deposit. Dividing numerator and denominator by $G_m$, and writing $R_b/G_m=(R_m/G_m)(R_b/R_m)=q/S_R$, gives
\begin{equation}
P=\frac{G_b-R_b}{G_m-R_m}=\frac{1/S_G-q/S_R}{1-q}.
\label{P}
\end{equation}
Without reversal the ratio is $1/S_G$. The change at unchanged cathodic growth is
\begin{equation}
P-\frac1{S_G}=\frac{1/S_G-q/S_R-(1-q)/S_G}{1-q}
=\frac{q}{1-q}\left(\frac1{S_G}-\frac1{S_R}\right).
\label{gain}
\end{equation}
For $0<q<1$ this is positive if and only if $S_R>S_G$. Equivalently, $R_m/G_m>R_b/G_b$: the mouth must lose a larger fraction of its growth than the bottom does. This is bookkeeping and holds whatever sets the four thicknesses. Physics enters through $S_G$ and $S_R$.

\section{First contribution: the steeper anodic law}

Copper dissolves in two one-electron steps. Take Cu $\rightleftharpoons$ Cu$^+$ + e as fast and Cu$^+\rightleftharpoons$ Cu$^{2+}$ + e as slow. The fast step stays near equilibrium, so the Cu$^+$ concentration relative to its value at $\eta=0$ is $s=e^{\eta/T}$. With a rate constant $k$ and a symmetry factor $b$, the slow step runs at the net rate
\begin{equation}
v=k\left[s\,e^{(1-b)\eta/T}-e^{-b\eta/T}\right].
\end{equation}
In steady state, with no Cu$^+$ stored in the solution or lost to it, each passage through the slow step transfers two electrons in all. Hence $j=2v$ and, with $i_0=2k$,
\begin{equation}
j=i_0\left[e^{\alpha_a\eta/T}-e^{-\alpha_c\eta/T}\right],\qquad
\alpha_a=2-b,\quad \alpha_c=b .
\label{kin}
\end{equation}
For $b=\tfrac12$ this means $\alpha_a=\tfrac32$ and $\alpha_c=\tfrac12$. Expanding for small $\eta$ gives $j=i_0(\alpha_a+\alpha_c)\eta/T=2i_0\eta/T$, the linear law used above.

At large overpotential one exponential dominates (the Tafel regime), and the wall has the differential resistance $|d\eta/dj|=T/(\alpha|j|)$. At equal current it is three times smaller for dissolution than for deposition. A wall of low resistance does little to push current into the depth: the current takes the short path through the solution and leaves near the mouth.

\section{Second contribution: the larger reverse current}

The same expression contains the current. A reverse pulse with three times the forward current density lowers the wall resistance by another factor of three. To find what the two factors do to the selectivity, solve \eqref{cons} in the Tafel regime. From here on $j_c$ and $j_a$ are the magnitudes of the mouth current densities in the two pulses.

Let $y(x)$ be the logarithm of the local current density divided by its mouth value. In the anodic pulse $y=\alpha_a[\eta-\eta(0)]/T$, and \eqref{cons} gives $y''=(2\alpha_aj_a/\kappa rT)e^y$. In the cathodic pulse $y=-\alpha_c[\eta-\eta(0)]/T$ while $j=-j_ce^y$; the two minus signs cancel and $y''=(2\alpha_cj_c/\kappa rT)e^y$. Both pulses therefore obey
\begin{equation}
y''=\frac{2N}{L^2}e^y,\quad y(0)=0,\quad y'(L)=0,\qquad
N=\frac{\alpha j_{\rm mouth}L^2}{\kappa rT}.
\label{N}
\end{equation}
The number $N$ compares $L^2/(\kappa r)$, the potential drop from mouth to bottom per unit of uniform wall current density, with the wall resistance $T/(\alpha j_{\rm mouth})$.

Put $z=1-x/L$, so that $d^2y/dz^2=2Ne^y$ and $dy/dz=0$ at $z=0$, where $y=y_b$. Multiplying by $dy/dz$ and integrating from the bottom gives
\begin{equation}
\left(\frac{dy}{dz}\right)^2=4N\left(e^y-e^{y_b}\right).
\end{equation}
Substitute $e^y=e^{y_b}/\cos^2u$. Then $dy/dz=2\tan u\,(du/dz)$, and the right side is $4Ne^{y_b}\tan^2u$. With the positive root, since the current rises towards the mouth,
\begin{equation}
\frac{du}{dz}=\sqrt N\,e^{y_b/2}\equiv\theta ,\qquad u=\theta z .
\end{equation}
At the mouth $z=1$ and $y=0$, so $e^{y_b}=\cos^2\theta$. Inserting this in the definition of $\theta$ yields
\begin{equation}
\frac{\theta}{\cos\theta}=\sqrt N,\qquad
S=e^{-y_b}=\frac1{\cos^2\theta}=\frac N{\theta^2},\qquad 0<\theta<\frac\pi2 .
\label{S}
\end{equation}

The left side of the first equation rises with $\theta$, so $S$ rises with $N$. For small $N$, $\theta^2\simeq N$ and $S\simeq1+N$. For large $N$, $\theta\to\pi/2$ and $S\to4N/\pi^2$. The factor $L^2/(\kappa rT)$ is common to both pulses, and the condition $S_R>S_G$ becomes
\begin{equation}
\alpha_aj_a>\alpha_cj_c .
\label{crit}
\end{equation}
In this model of an ohmically limited via, this is the reason for the effect. Removal is crowded towards the mouth more strongly than growth, because the anodic law is steeper and, in the pulses used below, because the reverse current is larger.

\section{Weighing the two contributions}

Take $r=150\ \mu$m, $L=1600\ \mu$m, $\kappa=0.50$ S/cm and $T=0.02569$ eV (298 K). The forward pulse is $10$ mA/cm$^2$ for 40 ms and the reverse pulse $30$ mA/cm$^2$ for 2 ms, both specified at the mouth. With lengths in cm and current densities in A/cm$^2$,
\begin{align}
\frac{L^2}{\kappa rT}&=\frac{0.16^2}{0.50\times0.015\times0.02569}=132.9\ {\rm cm^2/A},\\
N_c&=0.5\times0.010\times132.9=0.664,\\
N_a&=1.5\times0.030\times132.9=5.98 .
\end{align}
Equation \eqref{S} gives $\theta=0.649$ and $1.103$, hence $S_G=1.58$ and $S_R=4.92$.

The forward charge is $10\times40=400\ \mu$C/cm$^2$, or 25.0 electrons per nm$^2$. At two electrons per atom and $0.01178$ nm$^3$ per atom, it deposits 0.147 nm at the mouth. The reverse charge is $60\ \mu$C/cm$^2$, so $q=0.15$. The balance for one cycle, in nm, is:
\begin{center}
\begin{tabular}{lccc}
 & growth & removal & net\\
mouth & 0.1470 & 0.0221 & 0.1250\\
bottom & 0.0933 & 0.0045 & 0.0888
\end{tabular}
\end{center}
The mouth loses 15\% of its growth and the bottom 4.8\%. The net ratio rises from $1/S_G=0.635$ to $P=0.711$ (computed from the unrounded thicknesses). The net mouth growth, 0.125 nm or 1.25 \AA, is less than an atomic layer, so these thicknesses are averages over the surface and over many cycles.

The contributions separate if the removed mouth charge is held fixed while the reverse current and $\alpha_a$ are changed:
\begin{center}
\begin{tabular}{lcc}
 & $\alpha_a=0.5$ & $\alpha_a=1.5$\\
$j_a=10$ mA/cm$^2$ & 0.635 & 0.676\\
$j_a=30$ mA/cm$^2$ & 0.676 & 0.711
\end{tabular}
\end{center}
Each factor of three alone adds 0.042. They weigh the same because $N$ contains the product $\alpha_aj_a$. Together they add 0.076, less than the sum, because the gain saturates: even removal confined to the mouth, $1/S_R\to0$, would give $0.6345/0.85=0.746$ by \eqref{P}.

The criterion also has a losing side. In the Tafel model neutrality lies at $j_a=j_c/3=3.33$ mA/cm$^2$; the full law \eqref{kin} with $i_0=1$ mA/cm$^2$ moves it to about 2.1 mA/cm$^2$. In the Tafel model a reverse current of 1 mA/cm$^2$, again with the same removed charge, lowers the ratio to 0.598. That current equals the $i_0=1$ mA/cm$^2$ assumed below, where the Tafel law is no longer accurate; the full law gives 0.622, a smaller loss but still a loss.

\section{Weighing reversal against slower direct current}

So far the cathodic growth was held fixed. Reversal also slows the plating, and slower direct current has a smaller $N$ and a more even deposit. The fair rival is direct current with the same net mouth rate,
\begin{equation}
\bar j=\frac{j_ct_c-j_at_a}{t_c+t_a}=\frac{400-60}{42}=8.10\ {\rm mA/cm^2},
\end{equation}
where $t_c,t_a$ are the pulse durations. Its ratio is 0.678. Of the total gain of 0.076, slowing down would have supplied 0.043; reversal itself supplies 0.033. The second table shows how this margin depends on the kinetics: with $\alpha_a=0.5$ the tripled reverse current gives 0.676, marginally below the direct current. The steeper law alone does no better. With $\alpha_a=1.5$ and $j_a=10$ mA/cm$^2$ the same removed charge takes 6 ms, the rival direct current falls to 7.39 mA/cm$^2$, and its ratio of 0.696 beats 0.676. Of the four cases in the table, only the one with both contributions beats its rival.

A limit shows what is required. For small $N$, $1/S\simeq1-N$, and
\begin{equation}
P\simeq1-\frac{N_c-qN_a}{1-q},\qquad
P_{\rm dc}\simeq1-N_c\frac{1-q}{1+t_a/t_c}.
\end{equation}
Reversal wins if $P>P_{\rm dc}$, that is, if
\begin{equation}
\frac{N_a}{N_c}>\frac1q\left[1-\frac{(1-q)^2}{1+t_a/t_c}\right]
\simeq2+\frac{j_c}{j_a}.
\label{fair}
\end{equation}
The last form is the leading order in small $q$, with $t_a/t_c=qj_c/j_a$. For $\alpha_a=3\alpha_c$ and $\rho=j_a/j_c$ it reads $3\rho>2+1/\rho$, or $(3\rho+1)(\rho-1)>0$. To this leading order in $q$ the reverse current must exceed the forward current, a stricter demand than \eqref{crit}. At finite $q$ the unexpanded bound is somewhat lower: for $q=0.15$ it is 0.86 times the forward current. At finite $N$ the limit can be too favourable. For the present via, with $q=0.15$ and the Tafel law, the reverse current must exceed about 1.4 times the forward current. For $\alpha_a=0.5$ and $j_a=3j_c$ the ratio $N_a/N_c$ is 3, above the bound of $2\tfrac13$, yet the full formula has just shown a slight loss; there $N_a\simeq2$ is not small.

\section{What additives change in this balance}

A suppressor that covers the wall uniformly lowers $i_0$. At fixed mouth current $i_0$ does not appear in \eqref{N}, so in the Tafel regime further suppression leaves both selectivities alone. Its part is to bring the via into that regime. With $i_0$ large compared with the pulse currents, the via returns to the opening case, where reversal has no effect on shape. For the present hole with $i_0=1$ mA/cm$^2$ and pulse currents far below that value, the ratio is 0.783 with or without reversal.

Additives can also act differently at mouth and bottom. If a suppressor held back growth at the mouth but not dissolution there, it would lower $S_G$ and leave $S_R$ high, and \eqref{gain} would give a larger gain. If it blocked dissolution at the mouth as well, $S_R$ would fall too. The balance states what to compare; the coverage during each pulse is a separate problem, not solved here.

\section{A via in which the balance turns}

Now let the via be narrow, blind and stagnant, limited by the supply of copper ions rather than by ohmic drop. Growth is then proportional to the local ion concentration $c$, while dissolution does not need ions from the solution and is taken as uniform, $S_R=1$. At given cathodic growth, \eqref{gain} says that reversal harms. But dissolution also returns ions to the depth, so the cathodic growth does not stay as it was.

Average over a cycle, assuming that $c$ changes little within one pulse. Let $c_0$ be the mouth concentration, $D$ the diffusion coefficient, $\bar g=j_ct_c/(t_c+t_a)$ the mean cathodic current density at the mouth, and $q=j_at_a/(j_ct_c)$ as before. Each ion carries two charges, so the wall takes up ions at half the current density, and
\begin{equation}
\pi r^2Dc''=2\pi r\,\frac{\bar g}{2}\left(\frac c{c_0}-q\right).
\end{equation}
With $u=c/c_0-q$ this becomes $u''=\lambda^2u$, $\lambda^2=\bar g/(rDc_0)$. The flat bottom is plated too: $-Dc'(L)=\tfrac12\bar g\,u(L)$, or $u'(L)=-\tfrac12\lambda^2r\,u(L)$. The solution is
\begin{equation}
u\propto\cosh\lambda(L-x)+\frac{\lambda r}2\sinh\lambda(L-x).
\end{equation}
The net growth is $\bar g\,u$, so
\begin{equation}
P=\frac{u(L)}{u(0)}=\frac1{\cosh\lambda L+\tfrac12\lambda r\sinh\lambda L}.
\end{equation}
The removed fraction $q$ has cancelled. Reversal makes the cathodic growth more even by replenishing the depth, and uniform removal takes the whole benefit back.

For $r=5\ \mu$m, depth $50\ \mu$m, $D=5\times10^{-6}$ cm$^2$/s, $c_0=0.30$ mol/L and pulses of 3 and 9 mA/cm$^2$ with the same durations, the formula gives 0.628. Time-stepping the diffusion equation through the actual pulses agrees to within 0.001, as does direct current of equal mean cathodic growth. Direct current of equal net rate reaches 0.668, so here reversal loses. Uniform removal is an idealization: \eqref{S}, which leaves out the current of the flat bottom, puts the ohmic selectivity of the reverse pulse near 1.05.

\section{The model beside a real board}

The through-via parameters are round values in the rough regime of acid copper plating of thick boards: a 0.3 mm hole in a 3.2 mm board, with short, stronger reverse pulses. The values of $i_0$ and the double-layer capacitance are assumptions and vary with the bath.

Several omissions can be sized. The full law \eqref{kin} with $i_0=1$ mA/cm$^2$ gives 0.712 for reversal and 0.677 for the rival direct current. Charging a double layer of 30 $\mu$F/cm$^2$ takes charge equal to 8.8\% of the reverse pulse and lowers the reversal result to 0.707; the advantage survives this correction. The potential drop across the radius, $j_ar/(2\kappa)=0.45$ mV, is small beside $T/\alpha_a\simeq17$ mV.

Ion supply rests on flow through the hole. Take $c_0$ and $D$ as in the blind via, a mean flow speed $v=5$ cm/s, the diameter $d=2r$ and the length $\ell=2L$. In laminar flow the speed at a small distance $\delta$ from the wall is $8v\delta/d$, so the liquid there passes the hole in the time $\ell d/(8v\delta)$. Diffusion spreads over $\delta$ in a time of order $\delta^2/D$; equating the two gives $\delta^3\sim D\ell d/(8v)$. The limiting current $2c_0D/\delta$ is then about $2\,(2c_0D/d)(vd^2/D\ell)^{1/3}$. Solving the diffusion layer in full replaces the leading factor 2 by 1.615, a coefficient taken over here without derivation. The result, an average over the length of the hole, is near 220 mA/cm$^2$; the local value at the outlet is two thirds of this, still far above the forward current. In a stagnant hole a uniform wall current $j$ gives $c''=j/(rD)$ and a concentration drop $jL^2/(2rD)$, which reaches $c_0$ at $j=2rDc_0/L^2=0.17$ mA/cm$^2$; the ohmic model would fail.

The hole also narrows as it is plated. With the mouth current densities held fixed and the full kinetic law, the mouth thickness when the midplane has received 25 $\mu$m is 36.6 $\mu$m with reversal, 38.4 $\mu$m with direct current of equal net mouth rate, and 41.3 $\mu$m with the forward current alone. The excess at the mouth, 11.6 $\mu$m with reversal, is 13\% smaller than for the equal-rate direct current and 29\% smaller than for the forward current alone.

The law \eqref{kin} also assumes that no Cu$^+$ escapes from the wall, which a short pulse need not respect. At 30 mA/cm$^2$ it gives $s\simeq30^{2/3}\simeq10$, so the Cu$^+$ concentration at the wall rises by about nine times its equilibrium value $c_1$. If the rise were immediate, diffusion would carry off the charge $2\,(9c_1)\sqrt{Dt_a/\pi}$ during the pulse. With the same $D$ and $c_1=0.1$ mmol/L this is about 10 $\mu$C/cm$^2$, a sixth of the reverse pulse. At several tenths of a mmol/L it is a large part of the pulse, and the advantage over direct current is no longer assured. Nor can $c_1$ be chosen freely: it is set by the equilibrium of copper metal with Cu$^{2+}$. At 0.30 mol/L of Cu$^{2+}$ the standard potentials give about 0.4 mmol/L for an ideal solution, and less when the activity of the ions is reduced. The results above leave this escape out and therefore overstate the advantage of reversal in such a bath. The correction is large. Let Cu$^+$ diffuse across a layer 13 $\mu$m thick, the thickness that gives the limiting current above, with concentration $c_1$ at its outer edge. The margin over direct current of equal net mouth rate, 0.034 without escape, then falls to 0.026 at $c_1=0.1$ mmol/L. At 0.4 mmol/L, where Cu$^+$ carries about half of the reverse charge, it is 0.007 (0.695 against 0.688), and 0.003 with the double layer included. At 1 mmol/L, with the double layer, reversal loses.

Two further omissions are not sized: the crowding of current at the lip of the hole, and the response of additive coverage to the pulses. Either can change $S_G$ and $S_R$, and a real bath may therefore gain more or less than this model. Since the escape of Cu$^+$ can remove most of the margin found here, the model does not show that the steeper law and the larger reverse current are what makes reversal pay in a bath with additives; only the balance \eqref{gain} carries over unchanged. The remaining figures are in the numerical output below; its thicknesses for a fixed hole use the Tafel ratios, not the full kinetic law.

\section*{Calculated quantities}
\begin{verbatim}
Temperature 298.15 K; thermal energy 0.02569 eV
Hole radius 150 um; half-depth 1600 um
Conductivity 0.50 S/cm; i0 1.0 mA/cm2
Forward pulse 10 mA/cm2 for 40 ms
Reverse pulse 30 mA/cm2 for 2 ms
Copper atomic volume 11.78 angstrom^3
Two-step log slopes: anodic 1.500, cathodic magnitude 0.500
N: growth 0.664, removal 5.978
theta: growth 0.6492, removal 1.1029 rad
Mouth/bottom selectivity: growth 1.576, removal 4.915
Growth per pulse: mouth 0.1470, bottom 0.0933 nm
Removal per pulse: mouth 0.0221, bottom 0.0045 nm
Net per cycle: mouth 0.1250, bottom 0.0888 nm
Fraction of growth removed: mouth 0.1500, bottom 0.0481
Bottom/mouth, forward current only: 0.6345
Bottom/mouth, pulse reversal: 0.7106
Equal-net-rate direct current: 8.095 mA/cm2
Bottom/mouth, equal-net-rate direct current: 0.6777
Causes at equal removed charge (bottom/mouth):
  equal current, equal alpha: 0.6345
  equal current, alpha_a=1.5: 0.6764
  triple current, equal alpha: 0.6764
  triple current, alpha_a=1.5: 0.7106
Neutral reverse current 3.333 mA/cm2: ratio 0.6345
Weak reverse current 1.000 mA/cm2: ratio 0.5980
Linear-kinetics ratio: with reversal 0.7827, without 0.7827
Full kinetic law: reversal 0.7117, equal-rate direct 0.6773
Full law plus double layer (30 uF/cm2): 0.7071
Charging share of reverse pulse: 8.8 %
Mouth thickness at 25 um midplane, hole narrowing included:
  pulse reversal 36.56 um
  equal-initial-rate direct current 38.36 um
  forward current only 41.26 um
Same with fixed hole: reversal 35.18, direct 36.89, forward 39.40 um
Radial potential drop in reverse pulse: 0.450 mV
Bath: D 5.0e-06 cm2/s, Cu 0.30 mol/L, flow 5.0 cm/s
Limiting current with flow: 220.0 mA/cm2
Bulk copper loss along hole: 0.12 %
Stagnant-hole limiting current: 0.170 mA/cm2
Blind via: radius 5 um, depth 50 um
Blind via currents: forward 3, reverse 9 mA/cm2; times 40 and 2 ms
Blind via ohmic removal selectivity (estimate): 1.052
Blind bottom/mouth, reversal: 0.6275; formula 0.6276
Blind direct current, equal cathodic growth: 0.6277
Blind direct current, equal net rate: 0.6677
\end{verbatim}
